**Thermochemical breakdown: activation energy and field acceleration**

The model gives an activation energy ΔH₀ − pF and a field-acceleration factor γ = p/kT, where ΔH₀ is the zero-field enthalpy, p the effective dipole, F the field in the failing layer and T the temperature. For 2.0 eV, 13 e·Å, 10 MV/cm and 300 K, the output shows 0.700 eV and 5.029 cm/MV. The program builds an explicit bond path, computes its classical rate by quadrature, integrates the rate equation to failure and takes both slopes by finite differences. It asserts that the activation energy agrees within 0.001 eV, and that γ agrees within 0.3% once softening of the well is included; without that correction the path value is 1.22% lower. It also asserts that changing the broken fraction at failure from 0.01 to 0.5 leaves both slopes unchanged within numerical error. For a path whose well and saddle move, it asserts the closed formulas for barrier and γ against numerical minimization, and the output shows 0.853 eV and 3.785 cm/MV. A tunnelling estimate with rough oxide parameters is computed from a supply integral, and the closed Fowler–Nordheim formula is asserted to agree with it within 10%.

## Numerical check

```python
"""Thermochemical dielectric breakdown: t = A exp((H0 - p F)/(k T)).
Under test: activation energy H0 - p F and field acceleration p/(k T).
H0: zero-field enthalpy (eV); p: effective dipole (electron angstrom);
F: field in the failing layer (V/angstrom); T: temperature (K).
An explicit bond path, a quadrature rate and a rate equation supply the
independent side. Further estimates size effects outside the model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import minimize_scalar

H0 = 2.0
p = 13.0
field_MV_cm = 10.0
F = field_MV_cm * 1e8 / 1e10       # V/m divided by angstrom/m
T = 300.0
k_eV = const.k / const.e
kT = k_eV * T

# Main results in atomic units, then converted.
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
field_unit = const.physical_constants["atomic unit of electric field"][0] / 1e10
p_au = p / bohr
activation_au = H0 / hartree - p_au * F / field_unit
gamma_au = p_au / (kT / hartree)
activation = activation_au * hartree
gamma = gamma_au / field_unit      # angstrom/V
gamma_cm = gamma * 1e-2            # cm/MV

# Bond path: well at s=0, saddle at s=1. Energy and dipole have different
# shapes, but both are stationary at these two points.
s = np.linspace(-0.5, 1.0, 6001)


def path_energy(field):
    bond = H0 * (3 * s**2 - 2 * s**3)
    dipole = p * np.sin(np.pi * s / 2)**2
    return bond - field * dipole


def log_failure_time(temperature, field, broken_fraction=0.01):
    """Log time in units set by unit mass along s; only slopes are used."""
    thermal = k_eV * temperature
    energy = path_energy(field)
    partition = simpson(np.exp(-energy / thermal), x=s)
    saddle_energy = np.max(energy[s > 0])
    rate = (np.sqrt(thermal / (2 * np.pi))
            * np.exp(-saddle_energy / thermal) / partition)

    def failed(time, intact):
        return intact[0] - (1 - broken_fraction)

    failed.terminal = True
    solution = solve_ivp(lambda time, intact: -rate * intact,
                         (0, 5 / rate), [1.0], method="DOP853",
                         events=failed, first_step=0.001 / rate,
                         max_step=0.05 / rate, rtol=1e-10, atol=1e-12)
    assert len(solution.t_events[0]) == 1
    return np.log(solution.t_events[0][0])


def numerical_slopes(broken_fraction):
    dT, dF = 1.0, 1e-4
    hot = log_failure_time(T + dT, F, broken_fraction)
    cold = log_failure_time(T - dT, F, broken_fraction)
    inverse_change = 1 / (k_eV * (T + dT)) - 1 / (k_eV * (T - dT))
    high = log_failure_time(T, F + dF, broken_fraction)
    low = log_failure_time(T, F - dF, broken_fraction)
    return (hot - cold) / inverse_change, -(high - low) / (2 * dF)


path = path_energy(F)
path_barrier = np.max(path[s > 0]) - np.min(path)
assert abs(path_barrier - activation) < 1e-6
activation_num, gamma_num = numerical_slopes(0.01)
activation_half, gamma_half = numerical_slopes(0.5)
# Anharmonic thermal motion adds less than 0.001 eV here.
assert abs(activation_num - activation) < 1e-3
# The harmonic well softens with field and lowers gamma slightly.
well_curvature = 6 * H0 - p * F * np.pi**2 / 2
softening = p * np.pi**2 / (4 * well_curvature)
assert abs(gamma_num - (gamma - softening)) / gamma < 3e-3
assert abs(gamma_num / gamma - 1) < 0.03
assert abs(activation_half - activation_num) < 1e-5
assert abs(gamma_half / gamma_num - 1) < 1e-5

# Temperature of use: the slope law is tested over a wide interval.
T_use = 400.0
log_temperature_ratio = activation / k_eV * (1 / T - 1 / T_use)
path_log_ratio = log_failure_time(T, F) - log_failure_time(T_use, F)
assert abs(path_log_ratio - log_temperature_ratio) < 0.02
gamma_use_cm = p / (k_eV * T_use) * 1e-2

# Neglected motion of well and saddle: cubic energy, dipole linear in s.


def moving_barrier(field):
    def energy(x):
        return H0 * (3 * x**2 - 2 * x**3) - p * field * x
    well = minimize_scalar(energy, bounds=(-0.3, 0.5), method="bounded",
                           options={"xatol": 1e-10})
    top = minimize_scalar(lambda x: -energy(x), bounds=(0.5, 1.3),
                          method="bounded", options={"xatol": 1e-10})
    return -top.fun - well.fun


soft_barrier = moving_barrier(F)
dF = 1e-4
soft_gamma = (moving_barrier(F - dF) - moving_barrier(F + dF)) / (2 * dF * kT)
reduction = 1 - 2 * p * F / (3 * H0)
assert abs(soft_barrier - H0 * reduction**1.5) < 1e-8
assert abs(soft_gamma - gamma * np.sqrt(reduction)) / gamma < 1e-5
weak = 1e-4
initial_slope = (H0 - moving_barrier(weak)) / weak
assert abs(initial_slope / p - 1) < 1e-3

# Neglected uncertainty of the extrapolation law, matched at field F.
F_low = 0.5 * F
G = gamma * F**2
matched_slope = -(G / (F + dF) - G / (F - dF)) / (2 * dF)
assert abs(matched_slope / gamma - 1) < 1e-5
linear_decades = gamma * (F - F_low) / np.log(10)
reciprocal_decades = G * (1 / F_low - 1 / F) / np.log(10)

# Neglected tunnelling current: triangular barrier, zero temperature.
thickness_nm = 5.0
barrier_eV = 3.1
mass_ratio = 0.4
mass_ox = mass_ratio * const.m_e
field_SI = F * 1e10
voltage = field_SI * thickness_nm * 1e-9
assert voltage > barrier_eV


def wkb_transmission(depth_eV):
    height = (barrier_eV + depth_eV) * const.e
    turning = height / (const.e * field_SI)
    # Dimensionless position keeps the quadrature well scaled.
    area = quad(lambda u: np.sqrt(max(0.0, 1 - u)), 0, 1)[0]
    action = 2 * np.sqrt(2 * mass_ox * height) * turning * area / const.hbar
    return np.exp(-action)


depths = np.linspace(0, 1.5, 301)
transmissions = np.array([wkb_transmission(d) for d in depths])
supply = simpson(depths * transmissions, x=depths) * const.e**2
J_num = const.e * const.m_e * supply / (2 * np.pi**2 * const.hbar**3)
phi = barrier_eV * const.e
exponent = (4 * np.sqrt(2 * mass_ox) * phi**1.5
            / (3 * const.hbar * const.e * field_SI))
J_formula = (const.e**3 * const.m_e * field_SI**2
             / (8 * np.pi * const.h * phi * mass_ox) * np.exp(-exponent))
# The closed formula linearizes the exponent in emitter depth: a few percent.
assert abs(J_formula / J_num - 1) < 0.10
excess_energy = voltage - barrier_eV

print(f"Zero-field enthalpy: {H0:.1f} eV")
print(f"Effective dipole: {p:.1f} electron angstrom")
print(f"Field: {field_MV_cm:.1f} MV/cm = {F:.3f} V/angstrom")
print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Field lowering pF: {p * F:.3f} eV")
print(f"Activation energy: {activation:.3f} eV = {activation_au:.5f} hartree")
print(f"Field acceleration: {gamma:.1f} angstrom/V = {gamma_cm:.3f} cm/MV")
print(f"Decades of time per MV/cm: {gamma_cm / np.log(10):.3f}")
print(f"Lifetime ratio for 1 MV/cm: {np.exp(gamma_cm):.0f}")
print(f"Field of zero barrier in linear law: {H0 / p * 100:.2f} MV/cm")
print(f"Activation energy divided by kT: {activation / kT:.2f}")
print(f"Path test, activation energy: {activation_num:.4f} eV")
print(f"Path test, field acceleration: {gamma_num:.1f} angstrom/V")
print(f"Path test, change of gamma: {100 * (gamma_num / gamma - 1):.2f} %")
print(f"Use temperature: {T_use:.0f} K")
print(f"Field acceleration at use temperature: {gamma_use_cm:.3f} cm/MV")
print(f"Lifetime ratio, 300 K to 400 K: {np.exp(log_temperature_ratio):.0f}")
print(f"Moving-point path, barrier: {soft_barrier:.3f} eV")
print(f"Moving-point path, gamma: {soft_gamma * 0.01:.3f} cm/MV")
print(f"Moving-point path, barrier excess: {soft_barrier - activation:.3f} eV")
print(f"Moving-point lifetime factor: {np.exp((soft_barrier-activation)/kT):.0f}")
print(f"Lower field for extrapolation: {F_low * 100:.1f} MV/cm")
print(f"Linear-law lifetime gain: {linear_decades:.2f} decades")
print(f"Reciprocal-law lifetime gain: {reciprocal_decades:.2f} decades")
print(f"Lifetime factor for 1% field error: {np.exp(gamma * F * 0.01):.3f}")
print(f"Oxide thickness: {thickness_nm:.1f} nm")
print(f"Oxide voltage: {voltage:.2f} V")
print(f"Rough tunnel barrier: {barrier_eV:.1f} eV")
print(f"Rough oxide electron mass: {mass_ratio:.1f} electron masses")
print(f"Tunnel current, supply integral: {J_num * 1e-4:.2e} A/cm2")
print(f"Tunnel current, closed formula: {J_formula * 1e-4:.2e} A/cm2")
print(f"Greatest kinetic energy in oxide: {excess_energy:.2f} eV")
print("every check passed")
```

Printed output:

```
Zero-field enthalpy: 2.0 eV
Effective dipole: 13.0 electron angstrom
Field: 10.0 MV/cm = 0.100 V/angstrom
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Field lowering pF: 1.300 eV
Activation energy: 0.700 eV = 0.02572 hartree
Field acceleration: 502.9 angstrom/V = 5.029 cm/MV
Decades of time per MV/cm: 2.184
Lifetime ratio for 1 MV/cm: 153
Field of zero barrier in linear law: 15.38 MV/cm
Activation energy divided by kT: 27.08
Path test, activation energy: 0.6997 eV
Path test, field acceleration: 496.7 angstrom/V
Path test, change of gamma: -1.22 %
Use temperature: 400 K
Field acceleration at use temperature: 3.771 cm/MV
Lifetime ratio, 300 K to 400 K: 871
Moving-point path, barrier: 0.853 eV
Moving-point path, gamma: 3.785 cm/MV
Moving-point path, barrier excess: 0.153 eV
Moving-point lifetime factor: 374
Lower field for extrapolation: 5.0 MV/cm
Linear-law lifetime gain: 10.92 decades
Reciprocal-law lifetime gain: 21.84 decades
Lifetime factor for 1% field error: 1.653
Oxide thickness: 5.0 nm
Oxide voltage: 5.00 V
Rough tunnel barrier: 3.1 eV
Rough oxide electron mass: 0.4 electron masses
Tunnel current, supply integral: 6.86e-03 A/cm2
Tunnel current, closed formula: 7.14e-03 A/cm2
Greatest kinetic energy in oxide: 1.90 eV
every check passed
```
